Terrace Widths on Vicinal Si(001) under an Electromigration Force

## First half: the linear law

### 1. The situation

A silicon wafer cut close to the (001) plane carries a staircase of terraces separated by steps one atomic layer high. The surface atoms pair into dimers, and the dimers form rows. From one terrace to the next the row direction turns by 90 degrees. If the steps run parallel to a row direction, the rows on one terrace point across it, from step to step, and the rows on the next run along its edges.

An adatom moves more easily along the dimer rows than across them. The diffusivity that matters for exchange between steps is the one normal to the steps, and it therefore alternates between a large and a small value down the staircase.

When the wafer is heated by a direct current, each adatom also feels a small force along or against the current. What does this force do to the terrace widths? With straight steps that exchange atoms freely with the terraces and do not repel each other, one terrace type widens at a constant rate and the other narrows at the same rate. Reversing the force exchanges their roles. This half derives that law; the second half treats the effects that limit it.

### 2. Geometry and conventions

Let x be the coordinate normal to the steps, with the surface descending towards +x. Step n is at x_n, and terrace n lies between x_n and x_{n+1}, with width

l_n = x_{n+1} − x_n.

Terrace n−1 is thus on the upper side of step n, and terrace n on its lower side. The steps are straight, so all quantities depend on x and time t alone.

A "fast" terrace has dimer rows perpendicular to the steps and cross-step diffusivity D_f. A "slow" terrace has rows parallel to the steps and diffusivity D_s, with D_s < D_f. Their widths are l_f and l_s.

The adatom density c is a number per area. The flux J is the number of adatoms crossing unit length of a line parallel to the steps per unit time, positive towards +x. One atom of a crystal layer occupies the area Ω. The force on an adatom is F, positive in the step-down direction, and it is taken to be the same on both terrace types. It enters through

α = F/(k_B T),

which has the dimension of an inverse length.

There is no deposition. Until section 8 there is no desorption either, and until the second half the steps do not interact.

### 3. The flux on a terrace

Consider hops between sites a distance a apart along x. Without a force, the hop rate in each direction is D/a². A force F lowers the barrier, halfway between two sites, by Fa/2 for a forward hop and raises it by the same amount for a backward hop. The rates become

Γ₊ = (D/a²) exp(αa/2),
Γ₋ = (D/a²) exp(−αa/2).

A column of sites holds ac adatoms per unit length parallel to the steps. The net flux between the columns at x and x + a is

J = a[Γ₊ c(x) − Γ₋ c(x+a)].

Expand both densities about the midpoint, to first order in a. Then c(x) = c − (a/2)∂c/∂x and c(x+a) = c + (a/2)∂c/∂x, so

J = a(Γ₊ − Γ₋)c − (a²/2)(Γ₊ + Γ₋)∂c/∂x.

For |α|a ≪ 1 the difference of the rates is Dα/a and their sum is 2D/a². Hence

J = D(αc − ∂c/∂x).   (1)

The first term is drift and the second is diffusion. The flux vanishes for c proportional to exp(αx), which is the Boltzmann distribution in the potential energy −Fx, as it should be.

### 4. The density at the steps

Instantaneous attachment means that exchange between a step and the adjoining terraces is fast enough to hold the adatom density at its equilibrium value on both sides of the step.

This value, c₀, is the same at both kinds of step. The two terrace types are the same surface turned by 90 degrees, so they have the same free energy per area. Moving an isolated straight step replaces one type by the other at no cost in surface free energy. An atom added to either kind of step therefore has the chemical potential of the bulk crystal. By the same symmetry, a given chemical potential corresponds to the same adatom density on both terrace types.

The boundary conditions on every terrace are thus c = c₀ at both edges.

### 5. The density profile

Conservation of adatoms on a terrace gives ∂c/∂t = −∂J/∂x, or with (1)

∂c/∂t = D ∂²c/∂x² − Dα ∂c/∂x.   (2)

The steady solutions are c = A + B exp(αx). Equal densities at the two edges require B = 0, so c = c₀ throughout the terrace. Equation (1) then gives

J = Dαc₀.   (3)

The width has dropped out. A density gradient would bring in a factor 1/l, but no gradient is needed. For α > 0 the upper step supplies adatoms at the rate at which the drift carries them away, and the lower step absorbs them at the same rate. For α < 0 the two steps exchange these roles.

The uniform profile also satisfies (2) and the edge conditions when the edges move, since both sides of (2) vanish wherever the edges are. Within this model, (3) is therefore not a slow-step approximation.

If the profile is not uniform at first, write c = c₀ + w, with w = 0 at the edges. Multiply (2) by w and integrate over the terrace. The motion of the edges adds nothing to the derivative of the integral, because w² vanishes there. Integration by parts gives

(1/2) d/dt ∫w² dx = −D∫(∂w/∂x)² dx − (Dα/2)[w²] = −D∫(∂w/∂x)² dx,

where the bracket is the difference between the edges and is zero. A function that vanishes at both ends of an interval of length l obeys ∫(∂w/∂x)² dx ≥ (π/l)²∫w² dx, as its sine series shows term by term. So w decays at least as fast as exp(−π²Dt/l²) while l is nearly constant. The relaxation shifts the widths by a finite amount, after which the fluxes are those of (3).

### 6. From fluxes to step motion

Follow a narrow strip that moves with step n at velocity v_n. Relative to the strip, the flux entering from the upper terrace is J_{n−1} − v_n c₀, and the flux leaving on the lower terrace is J_n − v_n c₀. The terms v_n c₀ count adatoms swept over by the moving strip. They cancel in the difference because the density is c₀ on both sides.

When the step advances towards +x, it extends the upper layer, which takes up v_n/Ω atoms per unit length and time. The balance is

v_n = Ω(J_{n−1} − J_n).   (4)

A step that receives more from above than it loses below advances downhill. The width of terrace n changes at the rate v_{n+1} − v_n:

dl_n/dt = Ω(J_n − J_{n+1}) − Ω(J_{n−1} − J_n) = Ω(2J_n − J_{n−1} − J_{n+1}).   (5)

If terrace n is fast, both of its neighbours are slow. Inserting (3) in (5) gives

dl_f/dt = 2Ωc₀α(D_f − D_s) ≡ R,
dl_s/dt = −R.   (6)

Since R contains no width, integration is immediate:

l_f(t) = l_f(0) + Rt,
l_s(t) = l_s(0) − Rt.   (7)

A step-down force (α > 0) widens the fast terraces, and a step-up force widens the slow ones. R is odd in α, so reversal turns each growing type into a shrinking one at the same speed.

### 7. What the law says

Take α > 0. A step with a slow terrace above it and a fast one below receives little and loses much, so it retreats uphill at the speed R/2. The next step has the fast terrace above it and advances downhill at R/2. The two move apart and widen the fast terrace between them. This accounts for the factor 2 in R: both edges of each terrace move.

For D_f = D_s nothing changes, however strong the force. The drift then passes atoms down the staircase without accumulation at any step. For D_s much smaller than D_f, R tends to 2Ωc₀αD_f. The slow terraces are then nearly inert, and atoms are carried across each fast terrace from its upper edge to its lower edge.

The derivation did not assume equal widths within one type. All fast terraces gain width at the rate R, whether wide or narrow, and differences between terraces of the same type stay constant. There is no feedback from width to rate, and so no exponential growth of irregularities.

The law ends when a terrace closes. For α > 0 the narrowest slow terrace would do so first, after the time l_s(0)/R. Its two bounding steps would then meet, and the alternation assumed in (6) would be broken there.

### 8. Desorption

At high temperature adatoms also evaporate. Let τ be their mean lifetime before desorption. On average the steps now recede uphill, and the flux differs between the two edges of a terrace. For a fast terrace between slow neighbours of equal width, the step balance gives

dl_f/dt = Ω(S_f − S_s),   S = J(upper edge) + J(lower edge).   (8)

Without desorption S = 2Dαc₀, and (6) returns. With it, the steady profile obeys

∂²c/∂x² − α ∂c/∂x − c/x_s² = 0,   x_s = √(Dτ).

Using the steady profile assumes that the steps move little during the diffusion time l²/D. Measure y from the middle of the terrace and set c = exp(αy/2)u(y). The first derivatives of u cancel, leaving

u″ = κ²u,   κ² = α²/4 + 1/x_s²,
u = P cosh κy + Q sinh κy.

The edge conditions are u(±l/2) = c₀ exp(∓αl/4). Half their sum and half their difference give

P cosh(κl/2) = c₀ cosh(αl/4),
Q sinh(κl/2) = −c₀ sinh(αl/4).

The flux is J = D[αc/2 − exp(αy/2)u′]. Adding its values at the two edges, where c = c₀, gives

S = D{αc₀ − 2κ[P sinh(αl/4) sinh(κl/2) + Q cosh(αl/4) cosh(κl/2)]}.

After P and Q are inserted, the square bracket becomes

c₀ sinh(αl/4) cosh(αl/4)[tanh(κl/2) − coth(κl/2)].

Here 2 sinh(αl/4) cosh(αl/4) = sinh(αl/2), and tanh(κl/2) − coth(κl/2) = −2/sinh(κl). Therefore

S = Dc₀[α + 2κ sinh(αl/2)/sinh(κl)].   (9)

This is odd in α, so as long as the recession of the steps is neglected in the profile, reversing the force still reverses the rate at given widths. But S depends on l, and strict linearity in time is lost.

For weak drift, |α|l ≪ 1 and |α|x_s ≪ 1, equation (9) becomes

S = Dc₀α[1 + z/sinh z],   z = l/x_s.   (10)

For z ≪ 1 the bracket is 2 and the linear law holds. For z ≫ 1 it is 1, so a terrace much wider than the diffusion length contributes half as much.

The first correction follows from z/sinh z ≈ 1 − z²/6. Since D/x_s² = 1/τ,

S ≈ 2Dαc₀ − αc₀l²/(6τ).   (11)

The diffusivity has disappeared from the correction. For equal widths it is the same on both terrace types and cancels in (8), so the effect of weak desorption on the width change is then of higher order.

## Second half: an example and the limits of the law

### 9. Symbols and results carried over

The surface descends towards +x. Fast and slow terraces have cross-step diffusivities D_f and D_s and widths l_f and l_s. The adatom density at a free step is c₀, the area per atom in a layer is Ω, and α = F/(k_B T), with F > 0 in the step-down direction. The flux is J = D(αc − ∂c/∂x). When J is uniform on each terrace,

dl_f/dt = 2Ω(J_f − J_s).   (12)

Instantaneous attachment gives J = Dαc₀ and the constant rate R = 2Ωc₀α(D_f − D_s). With desorption after a mean lifetime τ, the diffusion length is x_s = √(Dτ).

### 10. A worked example

Take very flat Si(001) at 1200 K with a mean terrace width L = 2000 nm. The step height is a quarter of the cubic lattice parameter, 0.136 nm, so the miscut is 0.0039 degree. The area Ω is half the square of the lattice parameter, 0.1475 nm².

The other inputs are rough values: D_f = 1.0×10⁻⁶ cm²/s, D_s = 5.0×10⁻⁸ cm²/s, an equilibrium adatom coverage Ωc₀ = 0.010, an effective adatom charge of +0.10 e, and a field of 5.0 V/cm.

The force is 0.10 × 5.0 = 0.50 eV/cm, or 5.0×10⁻⁸ eV/nm. With k_B T = 0.1034 eV,

α = 5.0×10⁻⁸/0.1034 = 4.84×10⁻⁷ nm⁻¹.

The difference of the diffusivities is 9.5×10⁻⁷ cm²/s, or 9.5×10⁷ nm²/s. For a step-down force

R = 2 × 0.010 × 4.84×10⁻⁷ × 9.5×10⁷ = 0.92 nm/s.

Starting from equal widths, the linear law gives fast terraces about 2550 nm wide after 600 s and slow ones about 1450 nm wide. With the field reversed, these two widths change places. If the law held to the end, the shrinking terraces would close after 2000/0.92 s, about 36 min. Section 14 shows that, for these inputs, step repulsion prevents this.

For desorption take a rough lifetime τ = 10 s. The diffusion lengths are then about 32 µm on fast terraces and 7.1 µm on slow ones, both larger than L. Each terrace loses about c₀L/τ atoms per unit length and time, so the steps recede on average at about 0.010 × 2000/10 = 2.0 nm/s. This is faster than the speed R/2 = 0.46 nm/s with which the drift moves each step, but it is common to all steps and leaves the widths almost unchanged. At equal widths, desorption changes the rate by far less than one per cent. The small size reflects the cancellation found after (11): on the slow terrace alone, the flux sum for steps held fixed falls by l²/(12x_s²), about 0.7 per cent. The recession of the steps changes this small correction, but its effect on the rate also stays far below one per cent.

### 11. Finite attachment rate

Suppose the exchange between step and terrace is not instantaneous. Let the net flux from a terrace into an adjoining step be K(c − c₀), with the same coefficient K at all edges. Without desorption J is constant along the terrace. With x measured from the upper edge, the edge conditions are

J = K[c₀ − c(0)],
J = K[c(l) − c₀].

The solution of (1) for constant J is c = J/(Dα) + B exp(αx). Eliminating B gives

c(l) − J/(Dα) = exp(αl)[c(0) − J/(Dα)].

Insert c(0) = c₀ − J/K and c(l) = c₀ + J/K, and collect the terms in J:

J{[exp(αl) + 1]/K + [exp(αl) − 1]/(Dα)} = c₀[exp(αl) − 1].

Division by [exp(αl) − 1]/(Dα) yields

J = Dαc₀/[1 + (Dα/K) coth(αl/2)].   (13)

For |α|l ≪ 1, coth(αl/2) ≈ 2/(αl), and

J ≈ Dαc₀/[1 + 2D/(Kl)].   (14)

The flux now depends on the width. The linear law requires 2D/K ≪ l, and at comparable widths the fast terraces set the stricter condition. This is the quantitative meaning of "instantaneous". Equation (12) is used here with the swept adatoms neglected, which is justified when the coverage is small.

In the opposite limit, 2D/K ≫ l on both types, (14) becomes J ≈ Kαc₀l/2. The diffusivity has dropped out, and (12) gives

dl_f/dt = ΩKc₀α(l_f − l_s).

To this order, equal widths stay equal. A step-down force amplifies an existing difference of either sign, and a step-up force reduces it. To this order the direction of the force no longer selects one terrace type, so the linear law fails when attachment is slow. A small preference remains at the next order: from exactly equal widths, a step-down force still widens the fast terraces.

For a trial value K = 1.0×10⁷ nm/s, the length D_f/K is 10 nm and 2D_f/(KL) is 0.01. The rate at equal widths is then 1.0 per cent below R. A reduction of 10 per cent is reached at K = 9.5×10⁵ nm/s, found by a numerical root search. The trial value is an assumption, and a real surface may have slower attachment.

### 12. Why the steps repel

The reconstructed surface is under a stress that differs along and across the dimer rows. The component normal to the steps therefore alternates from terrace to terrace. If σ(x) is this surface stress and u the surface displacement along x, the work done against the surface stress per unit step length is

∫σ (du/dx) dx = −∫(dσ/dx) u dx,

apart from distant end terms. This is the potential energy of a force density dσ/dx. Each step, where σ jumps, thus exerts a line force on the crystal. Its magnitude F₀ is the stress jump, and its sign alternates from step to step.

The displacement caused by one line force p follows from the stress in an isotropic half-space. Let x run along the surface, as before, and let y ≥ 0 be the depth. With p at the origin pointing along +x, the stress is

σ_ij = −(2p/π) x x_i x_j/r⁴,   r² = x² + y².

It satisfies the required conditions:

- The divergence of x x_i x_j/r⁴ is (1 + 1 + 2 − 4) x x_i/r⁴ = 0, so the body is in equilibrium.
- The trace is proportional to x/r², the real part of 1/(x + iy). It is harmonic, as compatibility of the strains requires.
- At y = 0, away from the origin, σ_xy and σ_yy vanish, so the surface is free.
- The material outside a half circle around the origin exerts the force −(2p/π)∫cos²θ dθ = −p along x, with θ from 0 to π. This balances the applied force.

With shear modulus G and Poisson ratio ν, and no strain along the steps, the surface strain is

du/dx = (1−ν)σ_xx/(2G) = −(1−ν)p/(πGx).

Hence u = −[(1−ν)p/(πG)] ln|x| + constant.

For fixed forces on a linear elastic body, the stored energy is half the work term Σpu, and the potential energy of the forces is −Σpu. The total is −½Σpu. A pair p₁, p₂ enters this sum twice, so its interaction energy is

[(1−ν)/(πG)] p₁p₂ ln r.

For neighbouring steps p₁p₂ = −F₀², and the energy per unit step length is −Λ ln r, with

Λ = (1−ν)F₀²/(πG).   (15)

It falls with distance, so neighbouring steps repel.

### 13. Repulsion in the whole staircase

Let all fast terraces have width l_f and all slow ones 2L − l_f. When l_f changes, the distances between steps of opposite sign change, and those between steps of equal sign do not. Let W be the interaction energy per period and per unit step length. Summing over all partners, taken in symmetric pairs,

W′ = dW/dl_f = −Λ Σ_m 1/(l_f + 2Lm),

where m runs over all integers. The logarithmic derivative of the product sin πz = πz Π(1 − z²/m²), over m ≥ 1, gives Σ_m 1/(z + m) = π cot πz. With z = l_f/(2L),

W′ = −Λ(π/2L) cot(πl_f/2L).   (16)

The derivative vanishes at equal widths and is positive for l_f > L, so the repulsion favours equal widths.

An atom added per unit length moves a step by Ω towards +x. At the upper edge of a fast terrace this narrows the terrace, and at the lower edge it widens it. The chemical potentials of these steps, relative to a free step, are −ΩW′ and +ΩW′. When they are small compared with k_B T, the edge densities are

c₀[1 − ΩW′/(k_B T)] and c₀[1 + ΩW′/(k_B T)].

Integrating (1) across a terrace with constant J gives

Jl = Dα∫c dx − D[c(l) − c(0)].

The integral is c₀l to leading order. On a fast terrace the density rises downhill by 2c₀ΩW′/(k_B T), and on a slow terrace it falls by the same amount. Thus

J_f = D_f c₀[α − 2ΩW′/(k_B T l_f)],
J_s = D_s c₀[α + 2ΩW′/(k_B T l_s)],

and from (12)

dl_f/dt = 2Ωc₀[α(D_f − D_s) − (2ΩW′/(k_B T))(D_f/l_f + D_s/l_s)].   (17)

### 14. How far the linear law reaches

At equal widths the repulsion term is zero and the initial rate is R. To size its later effect, take rough elastic values: G = 60 GPa, ν = 0.25 and F₀ = 1.0 N/m. Equation (15) gives Λ = 0.0248 eV/nm.

With a step-down force, consider the moment when the slow terraces have shrunk to 1000 nm and the fast ones have grown to 3000 nm. The cotangent is −1, and

W′ = 0.0248 × π/4000 = 1.95×10⁻⁵ eV/nm²,
2ΩW′ = 5.8×10⁻⁶ eV.

The sum D_f/l_f + D_s/l_s is 3.8×10⁴ nm/s, so the repulsion term, multiplied by k_B T, is 0.22 eV nm/s. The drift term in the same units is F(D_f − D_s) = 4.75 eV nm/s. The rate is therefore about 5 per cent below R.

With a step-up force, the fast terraces are the ones that have shrunk to 1000 nm. The sum of D/l is now 1.02×10⁵ nm/s, and the reduction is 12 per cent. The repulsion drives a return flux through the terraces. This flux is larger when the fast terrace is the narrow one, because a given density difference then acts over a short distance with the large diffusivity.

Numerical integration of dt = dl_f/(dl_f/dt) gives the time to reach half width: 1113 s for a step-down force and 1139 s for a step-up force, against 1089 s from the linear law.

As long as all terraces of one type stay equally wide, the repulsion later brings the change to a halt. Setting (17) to zero and solving numerically gives a stationary slow width of 110 nm for a step-down force and a stationary fast width of about 390 nm for a step-up force. The growing and shrinking types still change places on reversal, but the stationary states are not mirror images.

These states need not last. The flux driven by the repulsion depends on the terrace width, so small differences between terraces of the same type can grow. For a long staircase with these inputs and no desorption, a linear stability calculation gives growth times of about 3 hours for a step-down force and about 9 days for a step-up force. Equation (17), which keeps all terraces of one type equal, cannot show this. Only the drift term gives equal and opposite rates of width change for the two directions of the force.

### 15. Ordinary miscuts

Near equal widths put l_f = L + δ with |δ| ≪ L. Then cot(πl_f/2L) ≈ −πδ/(2L), and W′ ≈ Λ(π/2L)²δ. Setting (17) to zero gives

δ ≈ (2FL³/(π²ΩΛ)) (D_f − D_s)/(D_f + D_s).   (18)

The relative change δ/L grows as L². For L = 80 nm and the other inputs unchanged, the numerical solution of (17) at zero rate gives δ = 1.3 nm, a change of 1.6 per cent. Extending the L² scaling to δ/L = 1, where (18) is no more than an estimate, gives L of about 600 nm. For these inputs, a long linear stage needs terraces clearly wider than that. On much narrower ones, such as 80 nm, the widths settle after a small shift. The growth of differences between terraces of one type, described in section 14, takes more than a year at 80 nm. At intermediate widths it is much faster: for L = 300 nm and a step-down force the growth time is about 15 min, so the stationary state there is short-lived.

### 16. The model beside a real surface

Fields of a few volts per centimetre and temperatures near 1200 K are reasonable for direct-current heating of silicon. The terrace width is not typical: a miscut of 0.1 degree gives terraces of about 80 nm, and 2000 nm needs an unusually flat area. The effective charge and the product c₀D are the least certain inputs. R is proportional to each of them, so 0.92 nm/s should be read as an order of magnitude. A negative effective charge would reverse the link between field direction and growing terrace. On terraces of 80 nm, step repulsion cannot be neglected: with these inputs, it reduces the predicted closing of terraces to a shift of about 1 nm. The estimates leave out surface vacancies, meandering of the steps and the entropic repulsion that goes with it, elastic anisotropy, different attachment rates at the two kinds of step, adatoms that cross a step without attaching, and any difference in effective charge between the terrace types. If the charges differ, D_f − D_s in R is replaced by the difference of the products of diffusivity and force, and the sign of R could change if the force were much weaker on the fast terraces.
